# Electric-loop vacuum polarization in the g factor of bound ns electrons

## What fails without the mass derivative

If vacuum polarization of the nuclear field is left out, the computed $g$ factor of the 1s electron in hydrogen-like carbon is too large by about $8.6\times10^{-9}$. If it is put in by scaling the level shift, $\Delta g=\tfrac43\Delta E/m$, about one third of the effect is obtained. The correct first-order rule for an $ns$ state, followed by its leading term for $Z\alpha\ll1$ and $M=m$, is

$$\Delta g=\frac43\left.\frac{\partial\Delta E}{\partial m}\right|_{M},\qquad
\Delta g\simeq-\frac{16}{15}\,\frac{\alpha}{\pi}\,\frac{(Z\alpha)^4}{n^3}. \tag{1}$$

Here $m$ is the mass of the bound electron and $M$ that of the electron in the vacuum loop. They are equal in nature, but $M$ belongs to the perturbing potential and is held fixed in the derivative; $M=m$ is set afterwards.

The nucleus is a fixed, spinless point charge $Z$. The electric loop is the change of its Coulomb potential by vacuum polarization, taken to first order. Polarization of the vacuum by the applied magnetic field (the magnetic loop), self-energy, nuclear recoil and size, and vacuum response of higher order in the nuclear field are not included. Units are $\hbar=c=1$. The electron charge is $-e$, with $e^2=4\pi\alpha$.

## The g factor as a radial integral

For a central potential energy $V(r)$ write

$$\psi=\frac1r\begin{pmatrix}G\,\Omega_\kappa\\ iF\,\Omega_{-\kappa}\end{pmatrix},\qquad
\int_0^\infty(G^2+F^2)\,dr=1,$$

where $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(1+\kappa)\Omega_\kappa$ and $\Omega_{-\kappa}=-\sigma_r\Omega_\kappa$, with $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$. An $ns$ state has $\kappa=-1$. From $\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)$,

$$\boldsymbol\sigma\cdot\mathbf p\,\frac{G}{r}\Omega_\kappa=\frac ir\Big(G'+\frac{\kappa}{r}G\Big)\Omega_{-\kappa},\qquad
\boldsymbol\sigma\cdot\mathbf p\,\frac{iF}{r}\Omega_{-\kappa}=-\frac1r\Big(F'-\frac{\kappa}{r}F\Big)\Omega_\kappa .$$

The two rows of the Dirac equation therefore give

$$G'+\frac{\kappa}{r}G=(E+m-V)F,\qquad F'-\frac{\kappa}{r}F=(m-E+V)G. \tag{2}$$

A uniform field $\mathbf B$ along $z$ enters through $\mathbf p\to\mathbf p+e\mathbf A$ with $\mathbf A=\tfrac12\mathbf B\times\mathbf r$. The perturbation is $e\,\boldsymbol\alpha\cdot\mathbf A=\tfrac e2B(\mathbf r\times\boldsymbol\alpha)_z$. It couples the upper and lower components, so its expectation value contains the product

$$\frac{G}{r}\,\frac{iF}{r}\,\Omega_\kappa^\dagger(\mathbf r\times\boldsymbol\sigma)_z(-\sigma_r)\Omega_\kappa$$

and its complex conjugate. The product rule for Pauli matrices gives

$$(\mathbf r\times\boldsymbol\sigma)\sigma_r=i\,\mathbf r\times(\hat{\mathbf r}\times\boldsymbol\sigma)=ir(\hat{\mathbf r}\sigma_r-\boldsymbol\sigma),$$

and the product becomes $(GF/r)\,\Omega_\kappa^\dagger(\hat r_z\sigma_r-\sigma_z)\Omega_\kappa$.

For a vector operator $\mathbf v$ in a state of fixed $j$, $\langle v_z\rangle=m_j\langle\mathbf v\cdot\mathbf J\rangle/[j(j+1)]$. Since $\hat{\mathbf r}\cdot\mathbf L=0$, the first part has $\sigma_r\hat{\mathbf r}\cdot\mathbf J=\tfrac12\sigma_r^2=\tfrac12$. The second has $\boldsymbol\sigma\cdot\mathbf J=-(1+\kappa)+\tfrac32=\tfrac12-\kappa$. Their difference is $\kappa$. With the volume factor $r^2dr$ and a factor 2 from the conjugate term,

$$\Delta E_B=eB\,\frac{\kappa m_j}{j(j+1)}\int_0^\infty rGF\,dr .$$

The definition $\Delta E_B=g\mu_BBm_j$ with $\mu_B=e/(2m)$ then yields

$$g=\frac{2m\kappa}{j(j+1)}\int_0^\infty rGF\,dr. \tag{3}$$

## From the radial integral to the mass derivative

Multiply the first equation in (2) by $2G$, the second by $2F$, and add. The terms in $E-V$ cancel:

$$(G^2+F^2)'=-\frac{2\kappa}{r}(G^2-F^2)+4mGF .$$

Multiply by $r$ and integrate. On the left, integration by parts gives $-1$, because $r(G^2+F^2)$ vanishes at both ends for a normalizable state. Since $\langle\beta\rangle=\int(G^2-F^2)dr$,

$$4m\int_0^\infty rGF\,dr=2\kappa\langle\beta\rangle-1. \tag{4}$$

The Hamiltonian $\boldsymbol\alpha\cdot\mathbf p+\beta m+V$ depends on $m$ through $\beta m$ alone if $V$ is held fixed. The Hellmann–Feynman theorem then gives $\langle\beta\rangle=\partial E/\partial m$, and (3) becomes

$$g=\frac{\kappa}{j(j+1)}\left(\kappa\frac{\partial E}{\partial m}-\frac12\right). \tag{5}$$

No Coulomb property has been used. In the softened potential $-0.8/\sqrt{1+r^2}$, in units of $m$, the lowest $\kappa=-1$ state has $\langle\beta\rangle=0.887060$ and a finite-difference slope $\partial E/\partial m$ equal to it in all printed digits. Equation (4) predicts $(-2\times0.887060-1)/4=-0.693530$, which is the directly integrated value.

Now apply (5) to $V$ and to $V+\delta V$, and subtract. The constant $-\tfrac12$ drops out:

$$\Delta g=\frac{\kappa^2}{j(j+1)}\frac{\partial\Delta E}{\partial m},\qquad \Delta E=\langle\delta V\rangle\ \text{to first order}. \tag{6}$$

For $ns$ states the prefactor is $1/(3/4)=4/3$. Physically, $\delta V$ distorts the wave function and hence its magnetic moment. Equation (6) already contains that distortion, so an implementation must not add a separate wave-function correction.

For the pure Coulomb potential $V=-Z\alpha/r$ there is no length other than $1/m$, so $E\propto m$ and $\partial E/\partial m=E/m$. Equation (5) gives $g=\tfrac43(E/m+\tfrac12)$ for $ns$ states, which tends to 2 for weak binding. The loop potential introduces the second length $1/M$, and the proportionality to $m$ is lost.

## The electric-loop potential

The loop potential follows from the response of the filled negative-energy sea, made of electrons of mass $M$, to the potential energy $U(\mathbf r)$ of the nucleus. A Fourier component $U(\mathbf q)$ mixes a filled state of momentum $\mathbf p_-=\mathbf p-\mathbf q/2$ with an empty positive-energy state of momentum $\mathbf p_+=\mathbf p+\mathbf q/2$. Mixing among filled states leaves the density unchanged. With $E_\pm=\sqrt{p_\pm^2+M^2}$ the energy denominator is $-(E_++E_-)$. The density contains the perturbed amplitude and its conjugate, which contribute equally after integration over $\mathbf p$. Hence

$$\delta n(q)=-\chi(q)U(q),\qquad
\chi=2\int\!\frac{d^3p}{(2\pi)^3}\frac{T}{E_++E_-}.$$

The spin sum $T$ is the trace of the projectors $\tfrac12(1+H_+/E_+)$ and $\tfrac12(1-H_-/E_-)$, where $H_\pm=\boldsymbol\alpha\cdot\mathbf p_\pm+\beta M$. Because $\mathrm{tr}\,1=4$, $\mathrm{tr}\,H_\pm=0$ and $\mathrm{tr}\,H_+H_-=4(\mathbf p_+\cdot\mathbf p_-+M^2)$,

$$T=1-\frac{p^2-q^2/4+M^2}{E_+E_-}.$$

Introduce $w=E_++E_-$ and $v=E_+-E_-$. Adding and subtracting $E_\pm^2=p^2+q^2/4+M^2\pm\mathbf p\cdot\mathbf q$ gives

$$p^2=\frac{w^2+v^2}{4}-\frac{q^2}{4}-M^2,\qquad \mathbf p\cdot\mathbf q=\frac{wv}{2},\qquad E_+E_-=\frac{w^2-v^2}{4}.$$

Substitution into the numerator of $T$ gives $E_+E_-T=(q^2-v^2)/2$. For the measure, set $a=p^2$ and $b=\mathbf p\cdot\mathbf q$. Then $d^3p=(\pi/q)\,da\,db$, and the Jacobian of $(a,b)$ with respect to $(w,v)$ is $(w^2-v^2)/4=E_+E_-$. Therefore

$$\chi=\frac{1}{8\pi^2q}\int\frac{dw}{w}\int dv\,(q^2-v^2).$$

The condition $b^2\le aq^2$ sets the range of $v$. It reads $(w^2-q^2)(q^2-v^2)\ge4M^2q^2$. With $s=w^2-q^2$ this means

$$s\ge4M^2,\qquad |v|\le q\eta,\qquad \eta=\sqrt{1-4M^2/s}.$$

The $v$ integral is $2q^3(\eta-\eta^3/3)=\tfrac43q^3\eta(1+2M^2/s)$, and $dw/w=ds/[2(s+q^2)]$. Thus

$$\chi(q)=\frac{q^2}{12\pi^2}\int_{4M^2}^\infty ds\,\frac{\eta\,(1+2M^2/s)}{s+q^2}. \tag{7}$$

The displaced sea electrons repel the bound electron, so $\delta U(q)=(4\pi\alpha/q^2)\delta n(q)=-4\pi\alpha\,[\chi(q)/q^2]\,U(q)$. The integral in (7) diverges logarithmically and needs a cutoff. Its value at $q=0$ multiplies $U$ by a constant, which is a rescaling of the nuclear charge. Since $Z$ denotes the charge seen from far away, this constant is already included in $U$ and must be subtracted:

$$\frac1{s+q^2}-\frac1s=-\frac{q^2}{s(s+q^2)} .$$

The remainder converges, so the cutoff can be removed. With $U=-4\pi Z\alpha/q^2$,

$$V_U(q)=-\frac{4\alpha Z\alpha}{3}\int_{4M^2}^\infty ds\,\frac{\eta\,(1+2M^2/s)}{s(s+q^2)} .$$

The function $1/(s+q^2)$ transforms to $e^{-\sqrt s\,r}/(4\pi r)$. Setting $s=4M^2t^2$, so that $ds/s=2\,dt/t$ and $\eta=\sqrt{t^2-1}/t$, gives the Uehling potential

$$V_U(r)=-\frac{2\alpha Z\alpha}{3\pi r}\int_1^\infty dt\,\frac{\sqrt{t^2-1}}{t^2}\left(1+\frac1{2t^2}\right)e^{-2Mrt}. \tag{8}$$

It is attractive: close to the nucleus the electron sees more than the charge measured from afar. As a test of sign, subtraction and Fourier transform together, the transform of (8) at $q=2M$ was compared with the direct momentum integral for $\chi$. Both give $-0.1932613$ in units of $\alpha Z\alpha/M^2$.

## Level shift at weak coupling

The potential has range of order $1/M$, while the atom has size of order $1/(Z\alpha m)$. For $Z\alpha\ll1$ two moments of $V_U$ suffice. Use $\int d^3r\,e^{-\mu r}/r=4\pi/\mu^2$ and $\int d^3r\,e^{-\mu r}=8\pi/\mu^3$ with $\mu=2Mt$, then substitute $t=1/x$:

$$\int V_U\,d^3r=-\frac{2\alpha Z\alpha}{3M^2}\int_0^1x\sqrt{1-x^2}\Big(1+\frac{x^2}2\Big)dx
=-\frac{2\alpha Z\alpha}{3M^2}\Big(\frac13+\frac1{15}\Big)=-\frac{4\alpha Z\alpha}{15M^2},$$

$$\int rV_U\,d^3r=-\frac{2\alpha Z\alpha}{3M^3}\int_0^1x^2\sqrt{1-x^2}\Big(1+\frac{x^2}2\Big)dx
=-\frac{2\alpha Z\alpha}{3M^3}\Big(\frac\pi{16}+\frac\pi{64}\Big)=-\frac{5\pi\alpha Z\alpha}{96M^3}.$$

The electron density near the nucleus is needed next, and at this order it can be taken from the Schrödinger equation. Let $u(r)=\sqrt{4\pi}\,r\psi(r)$ for an $s$ state, so that $u''=2m(V-E)u$. Multiplying by $2u'$ and integrating from 0 to $\infty$ gives

$$u'(0)^2=2m\int_0^\infty V'u^2dr=2mZ\alpha\,\langle r^{-2}\rangle .$$

To find $\langle r^{-2}\rangle$, differentiate $E=-m(Z\alpha)^2/[2(n_r+l+1)^2]$ with respect to $l$ at fixed radial node number $n_r$. The radial Hamiltonian contains $l(l+1)/(2mr^2)$, so $(2l+1)\langle r^{-2}\rangle/(2m)=m(Z\alpha)^2/n^3$. At $l=0$, $\langle r^{-2}\rangle=2m^2(Z\alpha)^2/n^3$, and

$$|\psi(0)|^2=\frac{u'(0)^2}{4\pi}=\frac{(Z\alpha m)^3}{\pi n^3}.$$

The $1/r$ terms of the equation for $\psi$ must cancel at the origin, which requires $\psi'(0)=-Z\alpha m\,\psi(0)$. The density is thus $|\psi(0)|^2(1-2Z\alpha mr+\dots)$, and

$$\Delta E=\frac{\alpha}{\pi}\frac{(Z\alpha)^4}{n^3}\left[-\frac{4}{15}\frac{m^3}{M^2}+\frac{5\pi}{48}\,Z\alpha\,\frac{m^4}{M^3}+\dots\right]. \tag{9}$$

The second term is positive because the density falls away from the nucleus, which weakens the attraction found from the contact value.

Near the origin put $G,F\propto r^\gamma$ in (2). The $1/r$ terms give $(\gamma+\kappa)G=Z\alpha F$ and $(\gamma-\kappa)F=-Z\alpha G$, so $\gamma^2=\kappa^2-(Z\alpha)^2$. For $\kappa=-1$ the density $(G^2+F^2)/r^2$ varies as $r^{2\gamma-2}\approx r^{-(Z\alpha)^2}$. Measured from the atomic scale $1/(Z\alpha m)$, relativity therefore changes the density near the nucleus by a factor of about $(Z\alpha mr)^{-(Z\alpha)^2}$. At $r\sim1/M$ this is a relative correction of order $(Z\alpha)^2\ln(1/Z\alpha)$, smaller than the terms kept when $Z\alpha\ll1$. The next term in the expansion of the density, of order $(Z\alpha mr)^2$, adds a relative correction of order $(Z\alpha)^2$ without a logarithm.

## The correction to g

Differentiate (9) at fixed $M$, multiply by $4/3$ and set $M=m$. The powers $m^3$ and $m^4$ supply the factors 3 and 4:

$$\Delta g=\frac{\alpha}{\pi}\frac{(Z\alpha)^4}{n^3}\left[-\frac{16}{15}+\frac{5\pi}{9}Z\alpha+\dots\right]. \tag{10}$$

All three powers of $m$ in the leading term come from the density at the nucleus; the factor $1/M^2$ comes from the loop. Setting $M=m$ before differentiating leaves one power and gives $-16/45$ in place of $-16/15$.

The coefficient and the $n^{-3}$ law can be tested without a mass derivative. The Dirac–Coulomb state is perturbed by (8), and the change of the integral in (3) is calculated directly. At $Z\alpha=0.01$ the coefficient $\Delta g\,n^3/[(\alpha/\pi)(Z\alpha)^4]$ is $-1.05000$, $-1.05007$ and $-1.05007$ for $n=1,2,3$. Equation (10) gives $-1.04921$. The difference of about $8\times10^{-4}$ is consistent in size with the omitted terms, of order $(Z\alpha)^2\ln(1/Z\alpha)\approx5\times10^{-4}$ and $(Z\alpha)^2=10^{-4}$, whose coefficients are not derived here.

For $p$ states (6) remains valid, but (10) does not apply: the nonrelativistic density vanishes at the nucleus, so there is no term of order $(Z\alpha)^4$ and the shift begins at order $(Z\alpha)^6$. At that order a $p_{1/2}$ state does have a contact term, because its small component has $l=0$ and does not vanish at the nucleus. For $2p_{1/2}$ this term supplies about three quarters of the level shift. A $p_{3/2}$ state has no such term.

## The opposite limit: a light loop

The two masses can differ if the bound particle is a heavier lepton. Suppose $Z\alpha m\gg M$ with $Z\alpha\ll1$. The orbit then lies well inside the range of $V_U$. For $Mr\ll1$ the integrand in (8) behaves as $1/t$ for $1\ll t\ll1/(Mr)$ and is cut off exponentially at larger $t$, so with logarithmic accuracy $V_U\simeq-(2\alpha Z\alpha/3\pi r)\ln(1/Mr)$. In the 1s state $\langle1/r\rangle=Z\alpha m$, and

$$\Delta E\simeq-\frac{2\alpha}{3\pi}(Z\alpha)^2m\ln\frac{Z\alpha m}{M},\qquad
\Delta g\simeq-\frac{8}{9}\frac{\alpha}{\pi}(Z\alpha)^2\ln\frac{Z\alpha m}{M}.$$

Constants beside the logarithm are dropped, and $g$ is defined with the magneton $e/(2m)$ of the bound lepton. The shift now grows almost linearly with $m$, not as $m^3$. The contact formula would fail badly here, whereas (6) still holds for the fixed nucleus. A real muon, with $m/M\approx207$, reaches this regime only marginally. For a point nucleus the logarithmic formula overestimates $|\Delta E|$ by 40 to 70% for $Z=1$, 6 and 20. The formula for $\Delta g$ is good to about 5% at $Z=6$ but fails at $Z=1$, where $Z\alpha m/M\approx1.5$. The muon orbit is also not large compared with the nucleus: nuclear size lowers $|\Delta g|$ by about 3% at $Z=6$ and about 30% at $Z=20$. For muonic atoms (6) must therefore be applied with the extended-nucleus potential, with the nuclear radius held fixed in the derivative, and recoil must be added separately.

## Hydrogen-like carbon

Take $Z=6$, with $Z\alpha=0.0437841$ and $\alpha/\pi=2.32282\times10^{-3}$. Then $(Z\alpha)^4=3.6751\times10^{-6}$, and the leading 1s value is

$$-\frac{16}{15}\times2.32282\times10^{-3}\times3.6751\times10^{-6}=-9.106\times10^{-9}.$$

For comparison, the first-order Uehling shift with the Dirac wave function is $\Delta E=-2.1772\times10^{-9}\,mc^2$, or $-4.088\times10^{-5}$ hartree. Its mass derivative at fixed $M$ is $-6.4148\times10^{-9}\,c^2$, so that

$$\Delta g=\tfrac43(-6.4148\times10^{-9})=-8.553\times10^{-9}.$$

Direct perturbation of the magnetic moment gives the same value. Relative to it, the leading formula is 6.5% too large in magnitude. Tying $M$ to $m$ would give $-2.90\times10^{-9}$.

The logarithmic slope $(m/\Delta E)\,\partial\Delta E/\partial m$ is 2.946, not 3. Equation (9) accounts for this. The ratio of its second term to its first is $-(25\pi/64)Z\alpha=-0.0537$, and the slope becomes $(3-4\times0.0537)/(1-0.0537)=2.943$.

For 2s the leading value is one eighth of the 1s value, $-1.138\times10^{-9}$; the Uehling calculation gives $-1.070\times10^{-9}$.

## Choosing a formula in practice

The 1s results show where the expansion stops being useful. Errors are relative to the first-order Uehling value with Dirac wave functions.

| $Z$ | Uehling $\Delta g$ | error of leading term | error of two terms |
|---:|---:|---:|---:|
| 1 | $-6.945\times10^{-12}$ | $+1.2\%$ | $-0.04\%$ |
| 6 | $-8.553\times10^{-9}$ | $+6.5\%$ | $-1.2\%$ |
| 20 | $-9.553\times10^{-7}$ | $+18\%$ | $-10\%$ |
| 50 | $-3.520\times10^{-5}$ | $+25\%$ | $-50\%$ |

A positive error means too large a magnitude. At $Z=50$ the second term makes the estimate worse, because the omitted terms are no longer small. For such charges, evaluate $\langle V_U\rangle$ with Dirac functions at masses $m\pm h$ and use (6). Keep $M$, $\alpha$ and $Z$ unchanged in (8) for both evaluations. The result remains a point-nucleus, first-order value with the omissions listed at the start, and its digits should not be read as the accuracy of the full $g$ factor. The numerical output below gives the remaining values.

## Computed values

```
Identities in V = -0.8/sqrt(1+r^2), units of m:
 kappa=-1 E=0.802337 <beta>=0.887060 dE/dm=0.887060 int rGF=-0.693530
 kappa= 1 E=0.916821 <beta>=0.932948 dE/dm=0.932948 int rGF=0.216474
 kappa=-2 E=0.923490 <beta>=0.933172 dE/dm=0.933172 int rGF=-1.183172
Uehling potential / (alpha Z alpha), M = 1:
 Fourier transform at q=2: -0.1932613; from sea: -0.1932613
 int V d3r = -0.2666667; int r V d3r = -0.1636246
Direct Delta g * n^3 / [(alpha/pi) Za^4] at Za = 0.01:
 n=1: -1.05000  (two-term formula -1.04921)
 n=2: -1.05007  (two-term formula -1.04921)
 n=3: -1.05007  (two-term formula -1.04921)
 leading coefficient -16/15 = -1.06667
Hydrogen-like carbon, Z = 6, 1/alpha = 137.035999
 Z alpha = 0.0437841; alpha/pi = 2.3228195e-03
 1s: Dirac g without loop = 1.998721354
  Delta E, Uehling = -2.17717e-09 m c^2 = -4.08847e-05 hartree
  Delta E, leading = -2.27641e-09 m c^2
  d(Delta E)/dm at fixed M = -6.41476e-09 c^2
  (m/Delta E) d(Delta E)/dm = 2.94638
  Delta g from mass derivative = -8.55302e-09
  Delta g from direct perturbation = -8.55302e-09
  Delta g, leading formula = -9.10564e-09
  Delta g if M is wrongly tied to m = -2.90289e-09
 2s: Dirac g without loop = 1.999680300
  Delta E, Uehling = -2.72520e-10 m c^2 = -5.11761e-06 hartree
  Delta E, leading = -2.84551e-10 m c^2
  d(Delta E)/dm at fixed M = -8.02786e-10 c^2
  (m/Delta E) d(Delta E)/dm = 2.94579
  Delta g from mass derivative = -1.07038e-09
  Delta g from direct perturbation = -1.07038e-09
  Delta g, leading formula = -1.13821e-09
  Delta g if M is wrongly tied to m = -3.63359e-10
1s, Delta g: Uehling, leading, two terms, Uehling/leading
 Z= 1: -6.9450e-12 -7.0260e-12 -6.9421e-12 0.9885
 Z= 6: -8.5530e-09 -9.1056e-09 -8.4533e-09 0.9393
 Z=20: -9.5526e-07 -1.1242e-06 -8.5570e-07 0.8498
 Z=50: -3.5203e-05 -4.3912e-05 -1.7696e-05 0.8017
```
